\section*{Trigonal Warping and Electron-Hole Asymmetry in Graphene's Gapless Cone, part 2}

In a tight-binding model of graphene, the two bands touch at the corners of the Brillouin zone. At a distance $q=0.05\,\mathrm{bohr}^{-1}$ from one corner, the upper band lies $0.01933$~Ha above the touching point in one direction and $0.02067$~Ha above it in a direction turned by $60^\circ$. The lower band lies $0.01971$ and $0.02110$~Ha below it in the same two directions. A perfect cone would give $0.02025$~Ha each time. The task is to explain these four energies.

We use Hartree atomic units, with $\hbar=1$. The honeycomb lattice has bond length $d$, lattice constant $a=\sqrt3\,d$ and sublattices $A$ and $B$. The bonds from an $A$ atom are $\boldsymbol\delta_1=d(0,1)$ and $\boldsymbol\delta_{2,3}=d(\pm\tfrac{\sqrt3}{2},-\tfrac12)$. The orbitals are orthonormal, with on-site energies zero and hopping elements $-t$ (nearest neighbours, $t>0$) and $-t'$ (second neighbours, $t'$ real). The Bloch matrix has elements $H_{AB}=-tf$ and $H_{AA}=H_{BB}=-t'g$, where
\[
f=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad
g=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad |f|^2=3+g,
\]
and $\mathbf R$ runs over the six second-neighbour vectors, all of length $a$.

The corners are $\mathbf K_\tau=\tau(4\pi/(3a),0)$, with valley index $\tau=\pm1$. There the three bond phase factors are $1$, $e^{2\pi i\tau/3}$ and $e^{-2\pi i\tau/3}$, so $f=0$. Near a corner, $\mathbf k=\mathbf K_\tau+\mathbf q$ with $\mathbf q=q(\cos\theta,\sin\theta)$, $\theta$ being measured from $+x$ in both valleys. With $z=\tau q_x+iq_y$, $v=3td/2$ and band index $s=+1$ (upper) or $-1$ (lower), the earlier results are
\begin{align}
E_s&=3t'+s\,t|f|-t'|f|^2,\label{eq:bands2}\\
f&=-\frac{3d}{2}z^*+\frac{3d^2}{8}z^2+O(q^3).\label{eq:f2}
\end{align}
The first holds throughout the zone.

The example has $t=0.1$~Ha, $t'=0.005$~Ha, $d=2.7$~bohr and $q=0.05\,\mathrm{bohr}^{-1}$, so $qd=0.135$ and $vq=0.02025$~Ha.

\subsection{Interference produces the warping}

Multiply Eq.~\eqref{eq:f2} by its conjugate. The square of the linear term is $\tfrac94d^2q^2$. The two cross terms are conjugates of each other, and together give
\begin{equation}
-\frac{3d}{2}\,\frac{3d^2}{8}\left[z^3+(z^*)^3\right]=-\frac{9d^3}{8}\,\mathrm{Re}\,z^3 .
\end{equation}
The omitted third-order part of $f$ first enters $|f|^2$ through its product with the linear part, at order $q^4$. The cubic term is therefore complete. Its angular dependence is
\begin{equation}
\mathrm{Re}(\tau q_x+iq_y)^3=\tau^3q_x^3-3\tau q_xq_y^2
=\tau(q_x^3-3q_xq_y^2)=\tau q^3\cos3\theta ,
\end{equation}
because $\tau^3=\tau$ and $\cos^3\theta-3\cos\theta\sin^2\theta=\cos3\theta$. Thus
\begin{equation}
|f|^2=\frac94d^2q^2\left[1-\tau\frac{qd}{2}\cos3\theta+O(q^2)\right].
\end{equation}
Taking the positive root, with $\sqrt{1+u}=1+u/2+O(u^2)$, gives
\begin{equation}
|f|=\frac{3d}{2}q\left[1-\tau\frac{qd}{4}\cos3\theta+O(q^2)\right].
\label{eq:modulus}
\end{equation}

The linear and quadratic amplitudes for hopping between sublattices have a relative phase that turns three times as $\mathbf q$ goes once around the corner. They reinforce each other in three directions and partly cancel in the three directions between. This is trigonal warping.

\subsection{The two bands to second order}

Insert Eq.~\eqref{eq:modulus} into Eq.~\eqref{eq:bands2}. In the last term, the leading part of $|f|^2$ is enough:
\begin{equation}
\boxed{E_s=3t'+s\,vq\left[1-\tau\frac{qd}{4}\cos3\theta\right]-\frac94t'd^2q^2+O(q^3).}
\label{eq:main}
\end{equation}
The warping term carries $s$ and $\tau$: it has opposite signs in the two bands and in the two valleys. The term from $t'$ carries neither, and to this order it is independent of direction.

Time reversal requires the valley reversal. The hopping elements are real, so $H(-\mathbf k)=H(\mathbf k)^*$, and conjugating a Hermitian matrix leaves its eigenvalues unchanged. Therefore $E_s(-\mathbf k)=E_s(\mathbf k)$. Since $-(\mathbf K_++\mathbf q)=\mathbf K_--\mathbf q$, the energy at $\mathbf q$ in one valley equals that at $-\mathbf q$ in the other. Reversing $\mathbf q$ adds $180^\circ$ to $\theta$ and changes the sign of $\cos3\theta$.

\subsection{The four energies explained}

At $q=0.05\,\mathrm{bohr}^{-1}$ the two second-order energies are
\begin{align}
vq\,\frac{qd}{4}&=(0.02025)(0.03375)=6.83\times10^{-4}\ \mathrm{Ha},\\
\frac94t'd^2q^2&=\frac94(0.005)(0.135)^2=2.05\times10^{-4}\ \mathrm{Ha},
\end{align}
or $18.6$ and $5.6$~meV. For $\tau=+1$, measured from $3t'$, Eq.~\eqref{eq:main} gives in the upper band
\begin{align}
\theta=0^\circ:&\quad 0.02025-0.00068-0.00021=0.01936\ \mathrm{Ha},\\
\theta=60^\circ:&\quad 0.02025+0.00068-0.00021=0.02073\ \mathrm{Ha},
\end{align}
where the sums are rounded after addition. The exact model values are $0.01933$ and $0.02067$~Ha. In the lower band the formula gives $-0.01977$ and $-0.02114$~Ha, against exact values of $-0.01971$ and $-0.02110$~Ha. For $\tau=-1$ the two directions change places in each band.

\subsection{The size of the next term}

The remaining differences can be calculated from $|f|^2=3+g$. At the corner, $\mathbf K_\tau\cdot\mathbf R$ is a difference of two bond phases, so $\cos(\mathbf K_\tau\cdot\mathbf R)=-\tfrac12$ for all six vectors. Hence the part of $g$ even in $\mathbf q$ is
\begin{equation}
g_{\rm even}=-\frac12\sum_{\mathbf R}\cos(\mathbf q\cdot\mathbf R)
=-3+\frac14\sum_{\mathbf R}(\mathbf q\cdot\mathbf R)^2-\frac1{48}\sum_{\mathbf R}(\mathbf q\cdot\mathbf R)^4+\cdots .
\end{equation}
For six directions spaced by $60^\circ$, the sum of the squared cosines is $3$ and that of their fourth powers is $\tfrac94$; the angular harmonics $\cos2\phi$ and $\cos4\phi$ add to zero. With $a^2=3d^2$ and $x=qd$, the two sums are $9x^2$ and $\tfrac{81}{4}x^4$. Adding the cubic term already found,
\begin{equation}
|f|^2=\frac94x^2\left[1-\frac{\tau x}{2}c-\frac3{16}x^2+O(x^3)\right],\qquad c=\cos3\theta .
\end{equation}
Now use $\sqrt{1+u}=1+u/2-u^2/8+\cdots$. The quadratic part of the root is $-\tfrac3{32}x^2-\tfrac18\cdot\tfrac14c^2x^2$, so
\begin{equation}
|f|=\frac32x\left[1-\frac{\tau x}{4}c-\frac{3+c^2}{32}x^2+O(x^3)\right].
\label{eq:next}
\end{equation}
The cubic term of the energy follows from Eq.~\eqref{eq:bands2}:
\begin{equation}
E_s^{(3)}=x^3\left[-\frac{3st}{64}(3+c^2)+\frac98t'\tau c\right].
\end{equation}
For $s=\tau=c=1$, the bracket is $-0.01875+0.00563=-0.0131$~Ha. Multiplication by $(0.135)^3$ gives $-3.2\times10^{-5}$~Ha, close to the actual difference of $-3.1\times10^{-5}$~Ha between exact and second-order energies.

The second-order formula therefore needs $qd\ll1$. The ratio $qd/4$ measures the warping term that the formula keeps. The first term it omits from $|f|$ is, by Eq.~\eqref{eq:next}, a fraction $(3+c^2)x^2/32$ of the linear value $\tfrac32x$. This fraction lies between $3x^2/32$ and $x^2/8$ depending on direction, and $x^2/8$ is about $0.002$ in the example.

\subsection{Contours in the two valleys}

Consider the contour on which $|f|$ has a small fixed value $F$. Without warping it would be a circle of radius $q_0=2F/(3d)$. From Eq.~\eqref{eq:modulus},
\begin{equation}
q_0=q\left[1-\tau\frac{qd}{4}\cos3\theta+O(q^2)\right],
\end{equation}
and inversion to the same relative order gives
\begin{equation}
q(\theta)=q_0\left[1+\tau\frac{q_0d}{4}\cos3\theta+O(q_0^2)\right].
\label{eq:contour}
\end{equation}
The sign changes because a direction in which the energy rises more slowly needs a larger wave vector to reach the same value. The contour becomes a rounded triangle, with opposite orientations in the two valleys.

For $\tau=+1$ one corner of the triangle points along $\theta=0$. In that direction from $\mathbf K_+$ lies $\mathbf M=(2\pi/a,0)$, half of the reciprocal lattice vector $(4\pi/a,0)$. There the bond phases are $1,-1,-1$, so $|f|=1$ and the band separation is $2t=0.2$~Ha. The opposite direction leads to the zone centre $\Gamma$, where $|f|=3$. The bulges point towards $M$ points and the flatter sides face $\Gamma$ points; the threefold symmetry gives the remaining directions.

For $q_0=0.05\,\mathrm{bohr}^{-1}$, Eq.~\eqref{eq:contour} gives radii $0.0517$ and $0.0483\,\mathrm{bohr}^{-1}$ at $0^\circ$ and $60^\circ$ in the valley $\tau=+1$. The exact radii are $0.0519$ and $0.0485\,\mathrm{bohr}^{-1}$. Both are larger than the estimate. To see why, write $x_0=q_0d$, $b=\tau c/4$ and $e=(3+c^2)/32$. Equation~\eqref{eq:next} says $x_0=x-bx^2-ex^3+\cdots$, whose inverse is
\begin{equation}
x=x_0+bx_0^2+(2b^2+e)x_0^3+\cdots .
\end{equation}
The next coefficient, $2b^2+e=(3+5c^2)/32$, is positive in every direction.

\subsection{What second-neighbour hopping changes}

By electron-hole symmetry we mean that the two energies at each $\mathbf k$ lie at equal distances above and below $3t'$. The constant $3t'$ can be removed by moving the zero of energy, so it is not itself an asymmetry. From Eq.~\eqref{eq:bands2}, the midpoint of the two bands is
\begin{equation}
\frac{E_++E_-}{2}-3t'=-t'|f|^2=-\frac94t'd^2q^2+O(q^3).
\end{equation}
It vanishes for all $\mathbf k$ when $t'=0$. The bands are then symmetric, but their contours are still warped. Warping and electron-hole asymmetry are separate effects in this model.

Second-neighbour hopping does not reshape the contours. Each band energy is a function of $|f|$, and for $|f|<t/(2|t'|)$ that function is monotonic. In this range a constant-energy contour is a contour of $|f|$ in either band; $t'$ changes the energy assigned to it.

This permits a comparison at equal carrier density. Fill the upper band up to the contour $|f|=F$ around each corner, or empty the lower band down to the same contour. The areas, and hence the numbers of electrons and holes, are equal. These fillings are the lowest in energy when $|t'|<t/(3+F)$, as in the example; for larger $|t'|$, states near $\Gamma$ in one of the bands would also take carriers. Under this condition, the distances of the two Fermi energies from $3t'$ are
\begin{equation}
\varepsilon_e=tF-t'F^2,\qquad \varepsilon_h=tF+t'F^2 .
\end{equation}
For $F=0.2025$, these are $0.5455$ and $0.5566$~eV, a difference of $2t'F^2$, or $11.2$~meV. With $t'>0$ the holes need the larger energy; with $t'<0$ the electrons do. This rule relies on the orbitals being orthonormal. A small overlap $S>0$ between neighbouring orbitals, neglected here, would add about $St|f|^2$ to both band energies. That is of the same order as $-t'|f|^2$ and reverses the sign of the asymmetry once $S$ exceeds about $t'/t$, which is only $0.05$ in the example, so the rule does not carry over to graphene parameters fitted with overlap included.

\subsection{Why the cone stays gapless}

The band separation $2t|f|$ contains no $t'$. The reason is visible in the Bloch matrix: second-neighbour hopping gives the same diagonal element on both sublattices. A multiple of the identity moves both eigenvalues together and cannot separate them.

The bands touch at the corner only if the two diagonal elements are equal there. Suppose the on-site energies stay equal, but the second-neighbour hopping elements on the two sublattices are $-t'_A$ and $-t'_B$. At $\mathbf K_\tau$ the off-diagonal element vanishes and $g=-3$, so the energies are $3t'_A$ and $3t'_B$. The gap at the corner is
\begin{equation}
\Delta=3|t'_A-t'_B| .
\end{equation}
Values of $0.005$ and $0.006$~Ha give $\Delta=0.003$~Ha. Unequal on-site energies with equal second-neighbour hoppings also open a gap at the corner, equal to the on-site difference. If both quantities differ between the sublattices, their contributions to the diagonal elements can reinforce each other or cancel.

\subsection{Where the neutral Fermi level lies}

A touching point in the spectrum need not lie at the Fermi level. In neutral graphene there is one electron per orbital, enough to fill the lower band with both spins. The Fermi level is at $3t'$ if the whole upper band lies at or above this energy and the whole lower band at or below it. The distances are
\begin{equation}
E_+-3t'=|f|(t-t'|f|),\qquad 3t'-E_-=|f|(t+t'|f|).
\end{equation}
Since $|f|$ is at most 3, reached at $\Gamma$, both are nonnegative throughout the zone when $|t'|\le t/3$. For $|t'|<t/3$ they vanish at the two corners alone.

If $t'>t/3$, the upper band at $\Gamma$ falls below the touching energy. Electrons then occupy states there, and the neutral Fermi level moves below $3t'$. If $t'<-t/3$, the lower band at $\Gamma$ rises above $3t'$ and the Fermi level moves up. The cones still touch in both cases, but no longer at the Fermi level. The example, with $t'=t/20$, is well inside the range where they do. The numerical check tests this condition on both sides of the limit, together with the expansion, the contours and the closing of the gap.

\section*{Computed values}
\begin{verbatim}
Inputs (Hartree atomic units)
t = 0.100 Ha, t' = 0.005 Ha, d = 2.70 bohr
a = 4.6765 bohr, |K| = 0.89570 1/bohr
q = 0.050 1/bohr, q d = 0.1350, q d/4 = 0.03375
v = 0.4050 a.u. = 8.8601e+05 m/s
touching energy 3t' = 0.0150 Ha
linear energy v q = 0.020250 Ha = 0.5510 eV
Energies from the touching point (Ha)
valley band theta/deg  linear  second-order  exact
+1 +1   0 +0.020250 +0.019362 +0.019331
+1 +1  60 +0.020250 +0.020728 +0.020668
+1 -1   0 -0.020250 -0.019772 -0.019712
+1 -1  60 -0.020250 -0.021138 -0.021105
-1 +1   0 +0.020250 +0.020728 +0.020668
-1 +1  60 +0.020250 +0.019362 +0.019331
-1 -1   0 -0.020250 -0.021138 -0.021105
-1 -1  60 -0.020250 -0.019772 -0.019712
Warping amplitude of the half-separation, valley +1
formula 6.8344e-04 Ha = 18.597 meV
exact   6.8266e-04 Ha = 18.576 meV
Band-centre shift, mean of theta = 0 and 60 deg
formula -2.0503e-04 Ha = -5.579 meV
exact   -2.0433e-04 Ha = -5.560 meV
Contour |f| = 0.2025, q0 = 0.050 1/bohr: radii (1/bohr)
valley theta/deg  formula  exact
+1   0 0.051687 0.051947
+1  60 0.048313 0.048517
-1   0 0.048313 0.048517
-1  60 0.051687 0.051947
Energy distance from touching point on this contour
upper band 0.020045 Ha = 0.5455 eV
lower band 0.020455 Ha = 0.5566 eV
difference 11.158 meV
Cluster: 162 sites, 4 levels at 3t' per spin
largest cluster-formula difference 9.4e-16 Ha
Unequal t'_A = 0.005, t'_B = 0.006 Ha:
gap at K = 0.003000 Ha
Band separation at M = 0.2000 Ha
\end{verbatim}
